Barrier Differences and Selectivity in Methyl Removal from Porous Low-k Films

**Q:** Oxygen radicals from a plasma strip methyl groups from the pore walls of my organosilicate film, and its dielectric constant rises. Suppose two pathways remove the methyl, with barriers of 0.10 and 0.30 eV. Why should such a small energy difference matter?

**A:** Because the energy available is smaller still. At 300 K, kT is 0.02585 eV. To see what that does, count the radical hits that carry enough energy.

Assume the radicals are in thermal equilibrium with the wall at temperature T. Let v be the velocity component towards the wall, m the radical mass and n the radical density. The density of radicals per unit v is n f(v), with

f(v) = √(m/2πkT) exp(−mv²/2kT).

In a time dt, radicals with normal speed v reach the wall if they start within a distance v dt of it. Hits are therefore weighted by v f(v). Suppose that reaction requires the normal energy mv²/2 to exceed a barrier E, so that v must exceed v₀ = √(2E/m). The hit rate above threshold, per unit area, is

n ∫ from v₀ to ∞ of v f(v) dv = n √(m/2πkT) (kT/m) exp(−mv₀²/2kT) = n √(kT/2πm) exp(−E/kT).

Setting E = 0 gives the total flux,

J = n √(kT/2πm) = n v̄/4,

where v̄ = √(8kT/πm) is the mean speed. Dividing the two rates gives the energetic fraction of hits:

F(E) = exp(−E/kT).

Not every energetic hit has a suitable orientation. If a fraction s does, the reaction probability per hit is

p = s exp(−E/kT).

Here E is an effective barrier that already includes the change in zero-point energy between the reactants and the barrier top.

**Q:** How much slower is the pathway with the higher barrier?

**A:** Each methyl presents an area a to the radicals, so it reacts at the rate pJa. Writing this rate as a rate constant times n gives

k_rate = p v̄ a/4.

For the same radical and the same methyl, v̄ and a cancel in the ratio:

R = (s_fast/s_slow) exp[(E_slow − E_fast)/kT].

If the prefactors are equal, s_fast = s_slow, and

R = exp(0.20/0.02585) = exp(7.736) ≈ 2290.

The barrier difference is nearly eight times kT, and each kT costs a factor e. The 0.10 eV shared by both barriers slows both pathways equally and drops out.

With s = 0.01 for both, the probabilities are

p_fast = 0.01 × 2.090×10⁻² = 2.090×10⁻⁴,

p_slow = 0.01 × 9.125×10⁻⁶ = 9.125×10⁻⁸.

As a test, the energetic fractions were also found by numerical integration over the speed distribution. Their ratio was again 2290.

**Q:** The radical density in my reactor fluctuates, and it falls with depth in the film. Doesn't that change the selectivity?

**A:** Not when both pathways use the same radical and compete for the same methyl. Let M be the fraction of methyl remaining, and let C_fast and C_slow be the fractions removed by each pathway. Then

dC_fast = p_fast J a M dt,

dC_slow = p_slow J a M dt.

At fixed temperature, division gives dC_fast/dC_slow = p_fast/p_slow = R. The flux J and the remaining methyl M cancel at every moment and at every depth. Since both products start from zero, integration gives C_fast/C_slow = R. The slow pathway is responsible for 1/(1 + 2290), or 0.044%, of the removals.

A numerical integration tested this with the flux multiplied by 1 + 0.8 sin(3t), t in seconds, for 4 s. The product ratio remained 2290.

If the pathways use different radicals, their fluxes no longer cancel. The ratio of the two removal rates at any moment becomes p_fast J_fast/(p_slow J_slow), so the plasma composition matters as well as the barriers.

**Q:** Now suppose I have two films. In film A the fast pathway is open, and in film B only the slow one is. Will A show 2290 times the damage?

**A:** Only at small dose, and only where both films receive the same flux. Keep the temperature, radical density, pore size and methyl area the same for both, and look first at the pore mouth. For constant J,

dM/dt = −pJaM, so M = exp(−pJat),

and the removed fraction is

D = 1 − exp(−pJat).

Take an oxygen-atom density of 10¹⁴ cm⁻³. With v̄ = 630 m/s, or 6.30×10⁴ cm/s,

J = 10¹⁴ × 6.30×10⁴/4 = 1.575×10¹⁸ cm⁻² s⁻¹.

For a = 0.25 nm² = 2.5×10⁻¹⁵ cm², each methyl is hit Ja ≈ 3938 times per second. The characteristic removal times are

film A: 1/(3938 × 2.090×10⁻⁴) ≈ 1.2 s,

film B: 1/(3938 × 9.125×10⁻⁸) ≈ 2780 s.

The slow pathway is neglected in film A, where it would add 0.04% to the rate.

After 0.01 s the removed fractions are 0.0082 and 3.6×10⁻⁶, a ratio of 2281. The small shortfall from 2290 is the start of saturation. For x = pJat much less than one, D ≈ x − x²/2, so film A is reduced by the relative amount x/2, here 0.4%.

After 60 s, film A has lost practically all the methyl at the mouth, while film B has lost 2.1%. The damage ratio is then 1/0.0213 ≈ 47. The rate constants have not changed; film A has run out of methyl. At very long times both fractions approach one, and so does their ratio.

**Q:** And below the mouth? A reactive film should use up its own radicals.

**A:** It does, and this lowers the film-averaged ratio even at the start. Model the pore as a cylinder of diameter d, open at the top and closed at depth H. A radical flies from wall to wall, and leaves each hit with probability cosθ/π per unit solid angle, where θ is measured from the wall normal.

Let α be the angle between the flight and the pore axis, and β the angle from the normal within the circular cross-section. Then cosθ = sinα cosβ and the solid angle is sinα dα dβ, so the probability of a direction is

sin²α cosβ dα dβ/π.

Seen in cross-section, the flight is a chord of length d cosβ. Its axial displacement is therefore z_s = d cosβ cosα/sinα. The mean of z_s is zero by symmetry. In the mean square, sin²α cancels:

⟨z_s²⟩ = (d²/π) ∫₀^π cos²α dα ∫ from −π/2 to π/2 of cos³β dβ = (d²/π)(π/2)(4/3) = 2d²/3.

Now let g be the probability that a radical is lost at a hit, by reaction or by recombination on the wall. Let u(z) be the steady radical density relative to the mouth. Radicals arriving at z survived a hit somewhere else, so

u(z) = (1 − g)⟨u(z − z_s)⟩ ≈ (1 − g)[u + ½⟨z_s²⟩u″].

For small g and a density that varies little over one flight, the product of g and u″ can be dropped. What remains is

u = L²u″, with L² = ⟨z_s²⟩/(2g) = d²/(3g).

The density is one at the mouth, and no net flow crosses the closed bottom, so u(0) = 1 and u′(H) = 0. The solution and its average over depth are

u(z) = cosh[(H − z)/L]/cosh(H/L),

ū = (L/H) tanh(H/L).

**Q:** What does that give for a 200 nm film with 2 nm pores?

**A:** Assume that methyl groups cover the whole wall, and let recombination take 10⁻⁴ of the hits in both films. Then g = p + 10⁻⁴, which is 3.09×10⁻⁴ in A and 1.001×10⁻⁴ in B, and

L_A = 2 nm/√(3 × 3.09×10⁻⁴) ≈ 66 nm,

L_B = 2 nm/√(3 × 1.001×10⁻⁴) ≈ 115 nm.

The average densities are ū_A = 0.327 and ū_B = 0.542. While the methyl is still intact, the film-averaged removal rates have the ratio

2290 × 0.327/0.542 ≈ 1380.

The steady profile is justified because a radical survives, on average, no more than about 10⁴ hits. Crossing 2 nm at 630 m/s takes about 3 ps, so the profile settles in some 0.03 μs, long before the methyl is depleted.

The diffusion formula was tested against a random walk made of individual flights. The walk started radicals at random wall points and counted those that reached the mouth before being lost. This chance obeys the same balance equation as u, because steps up and down are equally likely. With 8000 starts per film it gave 0.317 and 0.521, which are 3% and 4% below the formula. The sampling error is about 0.006, so the difference for film B is larger than chance would suggest. The formula neglects the finite flight length. Solving the balance equation without the expansion in u″ gives 0.315 and 0.531, so the formula is about 4% high for A and 2% high for B, and the rest of the gap for B is sampling noise. The removal ratio is then about 1360. The value 1380 is good to about 2%, and the conclusion stands.

**Q:** Can transport hide more of the selectivity than that?

**A:** Yes, if recombination is negligible and the film is much thicker than both penetration depths. Then tanh(H/L) → 1, ū = L/H, and L is proportional to 1/√p. The averaged rate is proportional to pū, hence to √p, and the initial ratio becomes √R = √2290 ≈ 48. That this lies close to the 60 s damage ratio is a coincidence of the chosen numbers.

Your film is far from this limit. Without recombination, L_B would be 2 nm/√(3 × 9.125×10⁻⁸), or nearly 4 μm. In the opposite limit, where recombination dominates the loss in both films, the two density profiles coincide and the initial ratio returns to R.

**Q:** How far should I trust the 2290 itself?

**A:** It is only as good as the barrier difference and the assumption of equal prefactors. An error of 0.05 eV in the difference changes R by a factor of 6.9: a difference of 0.15 eV gives 331, and 0.25 eV gives about 15,800.

Temperature acts through the same exponent. With barriers and prefactors held fixed, R is about 10,800 at 250 K, 331 at 400 K and 85 at 523 K. It falls to 10 at about 1010 K. The value 331 appears twice because 0.15 eV at 300 K and 0.20 eV at 400 K give the same (E_slow − E_fast)/kT.

**Q:** If both pathways have the same orientation factor, aren't their prefactors equal?

**A:** Not necessarily. Suppose one classical vibration at the surface can add its energy to the normal motion. Write b = E/kT, and let x be the normal energy in units of kT. The result F(E) = exp(−E/kT) means that hits have the distribution exp(−x). A classical harmonic vibration has energy above y, again in units of kT, with probability exp(−y). If x is below b, the vibration must supply at least b − x. Adding the hits that need no help,

F_vib = ∫₀^b exp(−x) exp[−(b − x)] dx + ∫_b^∞ exp(−x) dx = (1 + b) exp(−b).

The first integrand is the constant exp(−b), which is where the factor b comes from. Numerical integration over speed and vibration confirmed the formula for both barriers.

The additional prefactors are 4.87 for the fast pathway and 12.60 for the slow one. The higher barrier gains more, because there are more ways to divide a larger energy between two motions. The ratio drops to 2290 × 4.87/12.60, about 880. This estimate requires a vibrational quantum well below kT. A stiffer, quantized vibration gives smaller prefactors for both pathways, but their ratio does not change monotonically. A mode near 1200 cm⁻¹ lowers the ratio about as much as the classical one, and the ratio returns towards 2290 only when the quantum exceeds the higher barrier.

**Q:** Could hydrogen tunnelling matter?

**A:** It could if the slow pathway begins by moving a hydrogen atom and the fast one moves a heavier group. For an estimate, take a one-dimensional barrier E sech²(x/ℓ), with x now the position along the reaction path and ℓ the barrier width. Let Q be ħ times the magnitude of the imaginary frequency at its top. I use the known transmission probability at energy ε without deriving it:

W(ε) = sinh²(πq)/{sinh²(πq) + cosh²[(π/2)√(16E²/Q² − 1)]}, with q = 2√(εE)/Q.

Direct integration of the Schrödinger equation at ε = 0.8E agreed with this formula for both barriers, within a relative tolerance of 10⁻⁴. The thermal rate is multiplied by

κ = ∫₀^∞ W(ε) exp[(E − ε)/kT] dε/kT.

A classical particle has W = 0 below E and W = 1 above it, which gives κ = 1. For assumed barrier wavenumbers of 400 cm⁻¹ (fast) and 1000 cm⁻¹ (slow), κ is 1.20 and 2.91. The ratio falls to about 950. With these assumed barriers, tunnelling helps the slow pathway more.

**Q:** How close is all this to a real oxygen plasma on porous SiCOH?

**A:** The pore size, the film thickness and a gas pressure of 0.1 Torr are in a rough realistic range for a downstream plasma. The barriers, orientation factor and recombination probability are round model values, not properties of a particular film. A complete methyl lining with 0.25 nm² per group is dense, and the film may be hotter than 300 K; at 523 K the ratio is 85. Gas collisions inside the pores can be neglected: for an assumed cross-section of 0.40 nm², the mean free path is 0.55 mm. Real pores are irregular and connected, so the penetration depths are estimates. The radicals were also taken to share the wall temperature, but about half the hits at the pore mouth come straight from the gas. If the gas is at 400 K and the wall at 300 K, and a radical takes the wall temperature after one hit, the ratio at the mouth falls to about 430.

The model also assumes that removal is purely thermal, which may fail in a real plasma. Ultraviolet photons and ions can break bonds without waiting for thermal energy. If they add a removal probability equivalent to just 10⁻⁷ per radical hit in both films, the rate ratio becomes

(2.090×10⁻⁴ + 10⁻⁷)/(9.125×10⁻⁸ + 10⁻⁷) ≈ 1090.

The fast pathway hardly changes, but the slow film's removal rate more than doubles. A high barrier protects a film only down to the level of its athermal damage.

**Q:** What should I measure to find out whether the barrier is responsible?

**A:** Measure initial removal rates at several temperatures, at small dose and in films thin compared with the penetration depth. Give both films the same radical density and the same exposed area per methyl, and compare the rates per methyl present. Shield the films from ultraviolet photons and ions so that athermal removal is negligible. Keep the gas at the film temperature, because in a thin film many hits come directly from the gas, and heating the wafer alone does not set their energy. Under those conditions

ln R = ln(s_fast/s_slow) + (E_slow − E_fast)/kT.

If the prefactors do not depend on temperature, a plot of ln R against 1/kT has the barrier difference as its slope and the prefactor ratio in its intercept. A single ratio at 300 K cannot separate the two: a value near 2300 is what 0.2 eV gives with equal prefactors, but 0.15 eV with a prefactor ratio of 6.9 gives the same number. Tunnelling makes the prefactors depend on temperature: with the barrier shapes assumed above, the slope near 300 K would come out at about 0.15 eV instead of 0.20 eV. The classical vibration leaves the slope near 0.20 eV but shifts the intercept, so the intercept no longer gives the ratio of orientation factors alone. The numerical output below lists the main values used here.

Computed values

```
temperature: 300 K; kT: 0.02585 eV
barriers fast, slow: 0.10, 0.30 eV
barrier difference: 0.20 eV = 7.736 kT
rate-constant ratio, equal prefactors: 2290
ratio from counted energetic hits: 2290
energetic hit fractions fast, slow: 2.0897e-02, 9.1248e-06
orientation factor: 0.01
reaction probability per hit fast, slow: 2.090e-04, 9.125e-08
slow share of removals on one methyl: 0.0436 %
product ratio under fluctuating flux: 2290
O density: 1.0e+14 cm^-3; mean speed: 630 m/s
O flux: 1.575e+18 cm^-2 s^-1
area per methyl: 0.25 nm^2; hits: 3938 s^-1
removal time at mouth, film A: 1.215 s
removal time at mouth, film B: 2783 s
removed at mouth after 0.01 s, A and B: 0.008195, 3.593e-06; ratio 2280.7
removed at mouth after 60 s, A and B: 1, 0.02133; ratio 46.9
pore diameter: 2.0 nm; film thickness: 200 nm
wall recombination per hit: 1.0e-04
mean square axial flight: 2.6667 nm^2
penetration depth A, B: 65.7, 115.4 nm
mean relative O density, formula A, B: 0.327, 0.542
mean relative O density, random walk A, B: 0.317, 0.521
initial film-averaged removal ratio: 1381
rate-constant ratio at 250 K: 10760.3
rate-constant ratio at 400 K: 331.0
rate-constant ratio at 523 K: 84.6
temperature where ratio is 10: 1008 K
factor from 0.05 eV barrier error: 6.92
ratio for barrier differences 0.15, 0.25 eV: 331, 15842
vibration prefactors fast, slow: 4.87, 12.60
ratio if one vibration supplies energy: 884
barrier wavenumbers fast, slow: 400, 1000 cm^-1
tunnelling factors fast, slow: 1.20, 2.91
ratio with tunnelling: 949
athermal removal per hit: 1.0e-07; ratio then: 1093
gas pressure: 0.1 Torr; O fraction: 3.1 %
collision cross-section: 0.40 nm^2; gas mean free path: 0.55 mm
```
